# Disordering temperature of c(4x2) dimers on Si(100) from an Ising lattice

## The problem

On clean Si(100) the surface atoms pair into dimers, and each dimer buckles: one atom moves up and the other down. Dimers stand side by side in rows, with spacing $a=0.384$ nm along a row and $2a=0.768$ nm between rows. Let $i$ number the rows and $j$ the dimers in a row, and let $s_{ij}=+1$ or $-1$ say which atom of the dimer is up. The supplied energy is

$$E=J_1\sum_{ij}s_{ij}s_{i,j+1}+J_2\sum_{ij}s_{ij}s_{i+1,j},$$

with each bond counted once, $J_1=25$ meV along the rows and $J_2=1.5$ meV across them (J_par and J_perp in the numerical output). These are round model values.

(a) Show that the ground state is c(4x2), and map the model onto a ferromagnetic Ising lattice.
(b) Derive the condition for the temperature $T_c$ at which the long-range order is lost.
(c) Evaluate $T_c$ and its sensitivity to the couplings.
(d) Describe the order that remains at 300 K.

Assume thermal equilibrium, two classical states per dimer, and an infinite surface without steps or defects.

## Hints

1. Find a pattern that satisfies every bond. Then absorb its alternating sign into a new variable.
2. Build the lattice one column at a time, a column being the dimers with equal $j$ in $M$ rows. The partition function is then the trace of a power of a matrix.
3. Order shows in the two largest eigenvalues of that matrix. If their ratio tends to one as $M$ grows, correlations along the rows need not decay.
4. Operators that anticommute turn the eigenvalue problem into a $2\times2$ problem for each wave number.
5. For (c), use $J_1\gg J_2$ to get a first value of $T_c$.

## Full solution

### (a) Pattern and mapping

No bond can have an energy below $-J_1$ or $-J_2$. The pattern $s_{ij}=(-1)^{i+j}$ reaches both bounds on all bonds, so it is a ground state. Fixing one tilt fixes all the others, so the only other ground state is its global reversal. A step of one row across and one dimer along leaves the pattern unchanged. This is the centring translation $(2a,a)$ of a cell of size $4a\times2a$, hence c(4x2). The phase advances by $\pi$ over $2a$ across and over $a$ along, which puts the diffraction spot at $(1/4,1/2)$ in units of $2\pi/a$.

Each dimer owns one bond of each kind. The energies per dimer are therefore

- c(4x2): $-J_1-J_2=-26.5$ meV;
- p(2x2), with adjacent rows in phase: $-J_1+J_2=-23.5$ meV;
- p(2x1), with all tilts equal: $J_1+J_2=26.5$ meV.

Now set $t_{ij}=(-1)^{i+j}s_{ij}$. Neighbours carry opposite prefactors, so $ss'=-tt'$ on every bond and

$$E=-J_1\sum t_{ij}t_{i,j+1}-J_2\sum t_{ij}t_{i+1,j}.$$

With an even number of dimers in each direction this also holds at periodic boundaries. Both forms have the same partition function and the same $T_c$; c(4x2) order in $s$ is uniform order in $t$. Had $J_2$ been negative, $t=(-1)^js$ would have given the same lattice with $|J_2|$, and p(2x2) as the ordered state.

### (b) The condition for $T_c$

**Transfer matrix.** Let $K_1=J_1/kT$ and $K_2=J_2/kT$. For one row, the weights $e^{K_1tt'}$ between successive dimers form the matrix $e^{K_1}+e^{-K_1}\sigma^x$. Write it as $Ae^{K^*\sigma^x}=A(\cosh K^*+\sigma^x\sinh K^*)$. Comparison gives $A\cosh K^*=e^{K_1}$ and $A\sinh K^*=e^{-K_1}$, so

$$\tanh K^*=e^{-2K_1},\qquad A^2=e^{2K_1}-e^{-2K_1}=2\sinh2K_1.$$

It follows that

$$\sinh2K^*=\frac{2\tanh K^*}{1-\tanh^2K^*}=\frac{2e^{-2K_1}}{1-e^{-4K_1}}=\frac1{\sinh2K_1}.\tag{1}$$

For $M$ rows, closed periodically, the transfer matrix is $T=A^M\,V_2^{1/2}V_1V_2^{1/2}$ with

$$V_1=e^{K^*\sum_i\sigma^x_i},\qquad V_2=e^{K_2\sum_i\sigma^z_i\sigma^z_{i+1}},$$

and $N$ columns have $Z=\mathrm{tr}\,T^N$. (In this part $T$ denotes the matrix, except in $kT$.)

**Anticommuting operators.** Define

$$a_i=\Big(\prod_{l<i}\sigma^x_l\Big)\sigma^z_i,\qquad b_i=\Big(\prod_{l<i}\sigma^x_l\Big)\sigma^y_i.$$

Each squares to one, and any two different ones anticommute. Since $a_ib_i=\sigma^z_i\sigma^y_i=-i\sigma^x_i$ and $b_ia_{i+1}=\sigma^y_i\sigma^x_i\sigma^z_{i+1}=-i\sigma^z_i\sigma^z_{i+1}$,

$$\sigma^x_i=i\,a_ib_i,\qquad \sigma^z_i\sigma^z_{i+1}=i\,b_ia_{i+1}.$$

The closing bond needs care. Let $P=\prod_i\sigma^x_i$, which reverses all tilts and commutes with $T$. Then $b_M=P\sigma^x_M\sigma^y_M=iP\sigma^z_M$, so $\sigma^z_M\sigma^z_1=-iPb_Ma_1$. The product $b_Ma_1$ commutes with $P$, so among states of given $P$ the factor $P$ is just a number, $+1$ or $-1$. With this number, the bond has the form of the others if $a_{M+1}=-Pa_1$. States with $P=+1$ thus need antiperiodic operators, with $q=(2n+1)\pi/M$. States with $P=-1$ need periodic ones, with $q=2\pi n/M$.

**Conjugation.** Because $\sigma^x_i$ anticommutes with $a_i$ and $b_i$,

$$V_1a_iV_1^{-1}=e^{2K^*\sigma^x_i}a_i=c\,a_i-is\,b_i,\qquad V_1b_iV_1^{-1}=c\,b_i+is\,a_i,$$

where $c=\cosh2K^*$, $s=\sinh2K^*$, and $a_ib_ia_i=-b_i$ was used. In the same way, with $C=\cosh2K_2$ and $S=\sinh2K_2$,

$$V_2a_iV_2^{-1}=C\,a_i+iS\,b_{i-1},\qquad V_2b_iV_2^{-1}=C\,b_i-iS\,a_{i+1}.$$

For the Fourier sums $a_q=M^{-1/2}\sum_je^{-iqj}a_j$ and $b_q$ these maps become

$$R_1=\begin{pmatrix}c&-is\\is&c\end{pmatrix},\qquad R_2=\begin{pmatrix}C&iSe^{-iq}\\-iSe^{iq}&C\end{pmatrix}.$$

Both are Hermitian and positive with determinant one, and so is $R_2^{1/2}R_1R_2^{1/2}$, which belongs to $T$. Its eigenvalues are therefore $e^{\pm\varepsilon_q}$, and its trace, $\mathrm{tr}\,R_1R_2$, gives

$$\cosh\varepsilon_q=\cosh2K^*\cosh2K_2-\sinh2K^*\sinh2K_2\cos q.\tag{2}$$

**Eigenvalues of $T$.** The orthogonal eigenvectors define fermion operators with $T\eta_qT^{-1}=e^{\varepsilon_q}\eta_q$. The operator $\exp[-\sum_q\varepsilon_q(\eta_q^\dagger\eta_q-\tfrac12)]$ acts on them in the same way. Its ratio to $T$ commutes with all $a_i$ and $b_i$, so it is a number. The exponents in $V_1$, $V_2$ and this operator are traceless, so all have determinant one, and the positive number is $A^M$. The eigenvalues of $T$ are thus $A^M\exp(\tfrac12\sum_q\pm\varepsilon_q)$, with an even number of minus signs for $P=+1$ and an odd number for $P=-1$, provided the mode $q=0$ is given the signed value $2(K^*-K_2)$ in place of $\varepsilon_0$. The two leading cases are worked out next.

*Even states.* At $K_2=0$ the top state has all $\sigma^x=+1$, hence $P=+1$ and no fermions. No antiperiodic $q$ has $\varepsilon_q=0$, so this assignment persists as $K_2$ grows:

$$\ln\Lambda_0=M\ln A+\tfrac12\sum_{\text{antiper.}}\varepsilon_q.$$

*Odd states.* At $K_2=0$ the fermion-free state again has $P=+1$, which is now forbidden. One fermion must be present. At $K_2=0$ all $q$ cost the same; for $K_2>0$, (2) makes $q=0$ the cheapest. At $q=0$ the maps $R_1$ and $R_2$ commute, and together they are the action of $\exp[(K^*-K_2)\,ia_0b_0]$. The factor $ia_0b_0$ equals $-1$ in the allowed state and stays so as the couplings change. Hence

$$\ln\Lambda_1=M\ln A+\tfrac12\sum_{\text{per.},\,q\ne0}\varepsilon_q+K_2-K^*.$$

**Large $M$.** For $K^*\ne K_2$, $\varepsilon_q$ is a smooth periodic function. The antiperiodic sum and the full periodic sum are two trapezoidal rules for the same integral, and their difference vanishes as $M\to\infty$. The periodic sum above lacks $\varepsilon_0=2|K^*-K_2|$, so

$$\ln\frac{\Lambda_0}{\Lambda_1}\to|K^*-K_2|+K^*-K_2=\begin{cases}2(K^*-K_2),&K^*>K_2\\0,&K^*<K_2.\end{cases}\tag{3}$$

The operator $\sigma^z$ changes $P$, so the correlation of $t$ over $r$ columns is a sum over odd states, and at large $r$ its exponential rate of decay is that of $(\Lambda_1/\Lambda_0)^r$. In a wide strip other odd states lie close below $\Lambda_1$, which makes the decay faster at moderate $r$. In the first case they die out. In the second the two leading states are degenerate, and their sum and difference are states of opposite preferred tilt; at low temperature they go over into the two c(4x2) ground states. The border is $K^*=K_2$, or by (1)

$$\boxed{\sinh\frac{2J_1}{kT_c}\,\sinh\frac{2J_2}{kT_c}=1.}\tag{4}$$

The left side falls steadily with temperature, so there is one solution. At 150 K, well inside the ordered range, diagonalizing strips of 8 and 10 rows gives $\ln(\Lambda_0/\Lambda_1)=5.5\times10^{-8}$ and $1.6\times10^{-9}$: the splitting closes quickly with width.

### (c) Numbers

**First value.** For $J_1\gg J_2$ take $\sinh2K_1\approx\tfrac12e^{2K_1}$ and $\sinh2K_2\approx2K_2$. Condition (4) becomes $K_2e^{2K_1}=1$. With $y=2K_1$ and $K_2=yJ_2/2J_1$,

$$ye^y=\frac{2J_1}{J_2}=33.3,\qquad kT_c\approx\frac{2J_1}{W(2J_1/J_2)},$$

where $W$ is the Lambert function, the solution $y$ of $ye^y=z$. Here $y\approx2.565$, so $kT_c\approx50/2.565=19.5$ meV and $T_c\approx226.2$ K.

**Full condition.** Solving (4) numerically gives $kT_c=19.485$ meV. Then $2K_1=50/19.485=2.566$ and $2K_2=3/19.485=0.154$, and the product of the hyperbolic sines is $6.469\times0.1546=1.00$. The result is

$$T_c=226\ \text{K}\quad(kT_c=19.5\ \text{meV}).$$

Both replacements are accurate here, and their errors partly cancel: the first raises the product by 0.6 %, the second lowers it by 0.4 %.

**Sensitivity.** Take the logarithm of (4) and vary it. Since $d\ln\sinh x=x\coth x\,d\ln x$,

$$d\ln T_c=\frac{g_1\,d\ln J_1+g_2\,d\ln J_2}{g_1+g_2},\qquad g_n=2K_n\coth2K_n.$$

The weights are 0.72 for $J_1$ and 0.28 for $J_2$. A relative error in the weak coupling counts less, but that coupling is a small difference of total energies and its relative error can be large. With $J_1$ held fixed, $J_2=1.0$ meV gives 203 K and $J_2=2.0$ meV gives 246 K.

**Limits.** For $J_1=J_2=J$, (4) gives $\sinh(2J/kT_c)=1$, or $kT_c=2J/\ln(1+\sqrt2)=2.27J$. For $J_2\to0$, $W$ grows without bound and $T_c\to0$, but only logarithmically: a single row does not order at any finite temperature, yet a weak coupling between rows suffices for a sizeable $T_c$.

Mean-field theory misses this. Each dimer has two neighbours of each kind, so the staggered order $m$ obeys $m=\tanh[2(J_1+J_2)m/kT]$. A nonzero solution first appears at $kT=2(J_1+J_2)=53$ meV, or 615 K. This is 2.7 times the value from (4), and it would stay finite at $J_2=0$.

### (d) What remains at 300 K

By (3), above $T_c$ the correlation length along the rows is given by $a/\xi_1=2K^*-2K_2$, where $2K^*=-\ln\tanh K_1$. Building the lattice row by row instead exchanges the couplings, so across the rows $2a/\xi_2=-\ln\tanh K_2-2K_1$.

At 300 K, $kT=25.85$ meV, $K_1=0.967$ and $K_2=0.058$. Then

$$\frac a{\xi_1}=0.291-0.116=0.175,\qquad\frac{2a}{\xi_2}=2.848-1.934=0.914,$$

so $\xi_1=2.2$ nm, nearly six dimers, and $\xi_2=0.84$ nm, about one row spacing. These lengths give the asymptotic rate of decay; the correlation of $t$ between two dimers six places apart in a row is 0.21, below $e^{-6\times0.175}=0.35$. The sharp c(4x2) spots are replaced by diffuse intensity, wider across the rows than along them: strips of 8 and 10 rows give half-widths of 0.46 nm$^{-1}$ along and about 1.25 nm$^{-1}$ across.

Neighbour correlations follow from the free energy. For a long lattice $\ln Z$ per dimer is $g=\lim(\ln\Lambda_0)/M$:

$$g=\tfrac12\ln(2\sinh2K_1)+\frac1{2\pi}\int_0^\pi\varepsilon_q\,dq.$$

Since $K_1$ multiplies $\sum tt'$ in the Boltzmann exponent, $\partial g/\partial K_1=\langle tt'\rangle=-\langle ss'\rangle$ along the rows, and $K_2$ gives the value across.

- At $T_c$: $\langle ss'\rangle=-0.91$ along and $-0.64$ across.
- At 300 K: $-0.76$ along and $-0.21$ across.

The leading eigenvector of an eight-row strip gives the same 300 K values to three decimals. At 300 K a fraction $(1+0.76)/2=88$ % of neighbours in a row still tilt oppositely. What disappears at $T_c$ is the long-range phase of the alternation, not the alternation or the buckling.

### How far the model can be trusted

**The real surface.** Clean Si(100) shows c(4x2) order when cold and loses it at roughly 200 K. The model has the right scale, but its closeness is no test of the couplings, since 0.5 meV in $J_2$ moves $T_c$ by about 20 K. The assumption of nearest neighbours alone also matters: Variation 1 shows that a diagonal coupling of 0.2 meV can shift $T_c$ by 18 K. Steps and defects pin tilts and blur the transition. The model applies to bare dimers, as in vacuum. On a hydrogen-terminated surface, such as wet etching in hydrofluoric acid leaves, the dangling bonds are saturated and this buckling order is absent.

**Two states per dimer.** Let $x$ be the height difference of the two atoms, in the potential $V=B(1-x^2/x_0^2)^2$ with rough values $B=100$ meV and $x_0=0.07$ nm. The moving mass is the reduced mass $\mu$, half a silicon mass. The curvature at the minimum is $8B/x_0^2$, so $\omega=\sqrt{8B/\mu x_0^2}$ and $\hbar\omega=22$ meV.

At $T_c$, a classical estimate puts about 2 % of such dimers at $|x|<x_0/2$, so two states are a fair description. For an isolated dimer the flipping rate, estimated as $(\omega/2\pi)e^{-B/kT_c}$, is $3\times10^{10}$ per second. A dimer that opposes both neighbours in its row ends $4J_1=100$ meV higher after a flip. If the neighbours act as a bias linear in $x$, its barrier rises to about 155 meV and the barrier for flipping back falls to about 55 meV, so it flips less often and returns quickly. Where there is no long-range order, a slow probe would see an average over both tilts even though each dimer is buckled at nearly every instant. The barrier affects these rates but does not enter (4).

Tunnelling splits the ground doublet by $9\times10^{-9}$ meV. The thermal mean over the five doublets centred below the barrier is 0.005 meV, and 0.03 meV if the next doublet, at the barrier top, is included, against $J_2=1.5$ meV, so classical tilts are justified for this well. However, $\hbar\omega$ exceeds $kT_c$, so vibration within a well is not classical. If its free energy is the same for all patterns it cancels; a pattern-dependent part would change the effective couplings and is not estimated here.

## Variation 1: a diagonal coupling

*Add $D\sum_{ij}s_{ij}(s_{i+1,j+1}+s_{i+1,j-1})$ with $D=0.2$ meV. How does $T_c$ move?*

There are two diagonal bonds per dimer. In c(4x2) diagonal neighbours tilt alike, which costs $2D$; in p(2x2) they tilt oppositely, which gains $2D$. Hence

$$E_{p(2\times2)}-E_{c(4\times2)}=2(J_2-2D).$$

If neighbours in a row were perfectly opposed, $s_{i+1,j\pm1}=-s_{i+1,j}$, the diagonal term would equal $-2D\,s_{ij}s_{i+1,j}$, a plain change of $J_2$ to $J_2-2D=1.1$ meV. Since the correlation along the rows is $-0.91$ at $T_c$, this is a reasonable approximation. Equation (4) then gives a shift of $-18.2$ K.

A separate estimate keeps the diagonal bonds in the transfer matrix. At $T_c$, (2) gives $\varepsilon_q\propto|q|$ for small $q$, and the allowed $q$ scale as $1/M$. So $M\ln(\Lambda_0/\Lambda_1)$ is independent of $M$ to leading order, and the temperature where two widths agree estimates $T_c$. For $D=0$, widths 4 and 6 give 226.5 K, and widths 6 and 8 give 226.2 K, approaching the 226.1 K of (4). Assuming the same scaling with $D$ added at fixed $J_2$, widths 6 and 8 give a shift of $-18.4$ K, close to the simple replacement.

The outcome depends on where $J_2$ came from. If it was fitted to the energy difference of p(2x2) and c(4x2) with $D$ ignored, the fit already contains $-2D$. Holding that difference fixed, so that $J_2=1.9$ meV accompanies $D=0.2$ meV, leaves a shift of just $-0.2$ K. For these values, half the energy difference is the right coupling to put into (4).

## Variation 2: a terrace of finite length

*The rows end at steps after $L=50$ nm. Over what temperature range is the transition blurred?*

Take as the scale of the rounding the point where $\xi_1$ reaches $L$, that is when $2K^*-2K_2=a/L=0.384/50=0.00768$. Close to $T_c$ this difference is linear in temperature. From $2K^*=-\ln\tanh K_1$,

$$\frac{d(2K^*)}{dK_1}=-\frac1{\sinh K_1\cosh K_1}=-\frac2{\sinh2K_1},$$

and $dK_n/d\ln T=-K_n$. Therefore

$$\frac{d(2K^*-2K_2)}{d\ln T}=\frac{2K_1}{\sinh2K_1}+2K_2=\frac{2.566}{6.469}+0.154=0.551.$$

The relative distance from $T_c$ is $0.00768/0.551=1.4$ %, or 3.2 K, in agreement with the direct solution of $\xi_1=L$. This marks strong rounding, not its onset. For rows of 130 dimers with free ends, the transfer matrix across the rows gives $\xi_2$ at 0.45 of its bulk value at $T_c+3.2$ K, 0.79 at $T_c+10$ K and 0.92 at $T_c+20$ K, and the heat-capacity maximum lies about 4 K below $T_c$. Between 65 and 260 dimers the offsets at which $\xi_2$ reaches these fractions scale closely as $1/L$. The heat-capacity maximum follows $1/L$ only roughly: it lies 6.8, 4.0 and 2.2 K below $T_c$ for 65, 130 and 260 dimers. The estimate assumes a terrace much wider across the rows than $\xi_2$ and steps that do not favour either tilt. It gives the scale of the rounding, not the shape of the curve. For the couplings used here, an error of 0.5 meV in $J_2$ moves $T_c$ by about 20 K, several times the 4 K by which a 50 nm terrace displaces the heat-capacity maximum.

The remaining inputs and intermediate values are in the numerical output below.

## Numbers as computed

```
J_par, J_perp (inputs): 25.0, 1.5 meV
dimer spacing along row, row spacing: 0.3840, 0.7681 nm
c(4x2) spot (across, along): 0.25, 0.50 of 2pi/a
energy per dimer c(4x2), D=0: -26.50 meV
energy per dimer p(2x2), D=0: -23.50 meV
energy per dimer p(2x1), D=0: 26.50 meV
energy per dimer c(2x2), D=0: 23.50 meV
T_c: 226.11 K
k T_c: 19.485 meV
2K_par, 2K_perp at T_c: 2.5661, 0.1540
sinh 2K_par, sinh 2K_perp at T_c: 6.4693, 0.1546
T_c from strips of 4 and 6 rows: 226.48 K
T_c from strips of 6 and 8 rows: 226.24 K
T_c, Lambert approximation: 226.23 K
T_c, mean field: 615.0 K
dlnT_c/dlnJ_par, dlnT_c/dlnJ_perp: 0.720, 0.280
T_c for J_perp = 1.0 meV: 202.8 K
T_c for J_perp = 2.0 meV: 245.6 K
<ss'> along, across at T_c: -0.913, -0.639
<ss'> along, across at 300 K: -0.759, -0.209
same at 300 K, 8-row strip: -0.759, -0.209
xi along, across at 300 K: 2.19, 0.84 nm
strip gap at 150 K, 8 and 10 rows: 5.51e-08, 1.60e-09
terrace length (input): 50 nm
xi along row equals terrace at T_c + 3.16 K
diagonal coupling D (input): 0.2 meV
T_c shift, D added at fixed J_perp (strips): -18.42 K
same shift from formula with J_perp-2D: -18.25 K
T_c shift, D added and J_perp refitted (strips): -0.20 K
barrier, height difference (inputs): 100 meV, 0.07 nm
silicon atomic mass (input): 28.085 u
well quantum hbar*omega: 22.0 meV
fraction of dimers below half tilt at T_c: 2.04 %
flipping rate at T_c (attempt rate x Boltzmann): 3.1e+10 1/s
tunnel splitting, ground doublet: 8.9e-09 meV
tunnel splitting, thermal mean below barrier: 0.005 meV
```
